\section*{Manning condensation on a fully ionised resist polymer}

\section{Problem}

A long, straight vinyl polymer in water carries one negative univalent charge every $b=0.25$ nm along its axis. Its counterions are univalent and positive, no salt is added, and the Bjerrum length is $l_B=0.70$ nm. Show that, in mean-field theory and at infinite dilution, counterion condensation leaves about 36 percent of the bare line charge.

The Bjerrum length is the distance at which two elementary charges interact with energy $kT$,
\begin{equation}
l_B=\frac{e^2}{4\pi\varepsilon kT},
\label{eq:lb}
\end{equation}
where $\varepsilon$ is the permittivity of the water. Treat the chain as a uniformly charged line which ions cannot approach closer than $a$. Give each chain a coaxial cylindrical cell of radius $R$ that is neutral as a whole. Infinite dilution means $R/a\to\infty$, with the chain always much longer than $R$.

Then take $a=0.60$ nm and $R=10$ nm, and decide how far the limiting result describes such a cell.

\section{Hints}

\begin{enumerate}
\item Measure the net charge per length inside radius $r$ in units of $e/l_B$. Call it $q$, with the sign of the chain removed. What are its values at $r=a$ and $r=R$?
\item Use $x=\ln(r/a)$ as the coordinate. Gauss's law then contains no explicit radius.
\item The number of ions per interval of $x$ is proportional to $r^2e^{-\psi}$, where $\psi$ is the reduced potential. Differentiate its logarithm.
\item The resulting equation can be integrated once. Ask at which value of $q$ the profile changes most slowly, and what happens there when the range of $x$ becomes very long.
\end{enumerate}

\section{Solution}

\subsection{Two first-order equations}

The bare line charge is $-e/b$. Write the net charge per length inside $r$ as
\begin{equation}
\lambda(r)=-\frac{e}{l_B}\,q(r),\qquad q(a)=\frac{l_B}{b}\equiv\xi,\qquad q(R)=0 .
\label{eq:bc}
\end{equation}
The first boundary value says that no counterion lies inside $a$; the second says that the cell is neutral.

Gauss's law for a cylinder gives the radial field $E=\lambda/(2\pi\varepsilon r)$. With $E=-d\phi/dr$ and $\psi=e\phi/kT$,
\begin{equation}
r\frac{d\psi}{dr}=-\frac{e\lambda}{2\pi\varepsilon kT}
=\frac{e^2}{2\pi\varepsilon kT\,l_B}\,q=2q .
\end{equation}
The last step uses \eqref{eq:lb}. Since $r\,d/dr=d/dx$, and a prime denotes $d/dx$,
\begin{equation}
\psi'=2q .
\label{eq:gauss}
\end{equation}

A shell of thickness $dr$ holds $2\pi r\,n\,dr$ counterions per length, each of charge $+e$. Hence $d\lambda/dr=2\pi e r n$. Inserting \eqref{eq:bc} and multiplying by $r$ gives
\begin{equation}
q'=-2\pi l_B r^2 n(r),\qquad n(r)=n_a e^{-\psi}.
\label{eq:ions}
\end{equation}
Here $\psi(a)=0$ by choice, so $n_a$ is the density at contact. The Boltzmann factor with the mean potential is the mean-field assumption: each ion responds to the average charge distribution, and correlations between individual ions are left out.

\subsection{The first integral}

Because $r=ae^x$, equation \eqref{eq:ions} reads $-q'=2\pi l_Ba^2n_a\,e^{2x-\psi}$. The derivative of its logarithm, with \eqref{eq:gauss}, is
\begin{equation}
\frac{q''}{q'}=2-\psi'=2(1-q).
\label{eq:balance}
\end{equation}
This equation contains the physics of condensation. The term 2 comes from the growing space available to an ion at larger radius; the term $2q$ comes from the attraction to the net charge inside. Both act on the same logarithmic scale. Where $q>1$, attraction wins and the number of ions per interval of $\ln r$ falls outwards. Where $q<1$, space wins and that number rises.

Multiplying by $q'$ gives $q''=2q'-2qq'=(2q-q^2)'$, so
\begin{equation}
q'=2q-q^2+C=-(q-1)^2+1+C .
\end{equation}
Set $1+C=-\gamma^2$:
\begin{equation}
q'=-\left[(q-1)^2+\gamma^2\right].
\label{eq:first}
\end{equation}
The sign of $\gamma^2$ has yet to be found. For $\xi=0.70/0.25=2.80$, $q$ falls continuously from 2.80 to zero and must pass through 1. There \eqref{eq:first} gives $q'=-\gamma^2$, while \eqref{eq:ions} requires $q'<0$. Thus $\gamma^2>0$, and we take $\gamma>0$. The same reasoning holds for every $\xi>1$.

\subsection{The profile in a finite cell}

Let $\Lambda=\ln(R/a)$. Separating \eqref{eq:first} and integrating across the whole cell,
\begin{equation}
\Lambda=\int_0^{\xi}\frac{dq}{(q-1)^2+\gamma^2}
=\frac1\gamma\left[\arctan\frac{\xi-1}{\gamma}+\arctan\frac1\gamma\right].
\label{eq:length}
\end{equation}
The integrand decreases as $\gamma$ grows. The integral diverges for $\gamma\to0$, because $q=1$ lies in its range, and vanishes for $\gamma\to\infty$. Each $\Lambda>0$ therefore fixes one $\gamma$.

Integrating from contact to a general point gives
\begin{equation}
x=\frac1\gamma\left[\arctan\frac{\xi-1}{\gamma}-\arctan\frac{q-1}{\gamma}\right].
\end{equation}
Define $x_M$ by $\gamma x_M=\arctan[(\xi-1)/\gamma]$. Then $\arctan[(q-1)/\gamma]=-\gamma(x-x_M)$, and
\begin{equation}
q(x)=1-\gamma\tan\left[\gamma(x-x_M)\right].
\label{eq:profile}
\end{equation}
At $R_M=ae^{x_M}$ the enclosed net charge is $q=1$.

\subsection{Infinite dilution}

Let $\Lambda\to\infty$ at fixed $\xi>1$. Equation \eqref{eq:length} then forces $\gamma\to0$. Both arctangents tend to $\pi/2$, so
\begin{equation}
\gamma\Lambda\to\pi,\qquad \gamma x_M\to\frac{\pi}{2}.
\end{equation}
Consider the radius $r=a(R/a)^s$ with fixed $0<s<1$, that is, $x=s\Lambda$. The argument of the tangent in \eqref{eq:profile} tends to $\pi(s-\tfrac12)$, which lies strictly between $-\pi/2$ and $\pi/2$. The tangent stays finite while its prefactor vanishes. To first order in $1/\Lambda$,
\begin{equation}
q(s\Lambda)-1\simeq\frac{\pi}{\Lambda}\tan\left[\pi\left(\tfrac12-s\right)\right]\to0 .
\label{eq:approach}
\end{equation}
The net charge at any such radius therefore tends to $q=1$. The corresponding share of the cell volume is
\begin{equation}
\frac{r^2-a^2}{R^2-a^2}\to\left(\frac{R}{a}\right)^{-2(1-s)}\to0,
\end{equation}
where the first arrow gives the leading behaviour. A finite fraction of the counterions thus remains in a vanishing fraction of the volume. These are the condensed ions. Dividing net by bare line charge,
\begin{equation}
\frac{e/l_B}{e/b}=\frac{b}{l_B}=\frac1\xi=\frac{0.25}{0.70}=0.357 .
\label{eq:result}
\end{equation}
About 36 percent of the bare charge is left, and 64 percent is neutralised. The line charge falls in magnitude from $4.00\,e$/nm to $1.43\,e$/nm, or from $6.41\times10^{-10}$ to $2.29\times10^{-10}$ C/m. The remaining charge corresponds to one elementary charge per Bjerrum length.

The contact distance $a$ has dropped out. Moreover, if the mean-field equations hold only beyond some fixed radius $a'$, and the net $q$ there still exceeds 1, the same argument can start at $a'$. The limiting net charge is then unchanged, although the ion arrangement closer in may differ.

\subsection{How slowly the limit is reached}

Direct numerical integration of \eqref{eq:gauss} and \eqref{eq:ions} gives these fractions $q/\xi$ for $\xi=2.80$:

\begin{center}
\begin{tabular}{cccc}
$R/a$ & $s=1/4$ & $s=1/2$ & $s=3/4$\\
$10^2$ & 0.511 & 0.375 & 0.257\\
$10^4$ & 0.452 & 0.364 & 0.284\\
$10^8$ & 0.410 & 0.359 & 0.311\\
$10^{16}$ & 0.386 & 0.358 & 0.331
\end{tabular}
\end{center}

The outer columns approach 0.357 slowly because their error falls as $1/\Lambda$, the inverse of a logarithm. For $R/a=10^{16}$, $\Lambda=16\ln10=36.8$, and \eqref{eq:approach} predicts $(1+\pi/36.8)/2.80=0.388$ at $s=1/4$, against the integrated 0.386.

The middle column converges faster because the tangent in \eqref{eq:approach} vanishes at $s=1/2$. The next order follows from $\arctan(u/\gamma)\simeq\pi/2-\gamma/u$ for $u>0$:
\begin{align}
x_M&\simeq\frac{\pi}{2\gamma}-\frac1{\xi-1},\qquad
\Lambda\simeq\frac{\pi}{\gamma}-\frac1{\xi-1}-1,\\
q(\Lambda/2)-1&\simeq\gamma^2\left(x_M-\frac{\Lambda}{2}\right)
\simeq\gamma^2\,\frac{\xi-2}{2(\xi-1)} .
\label{eq:middle}
\end{align}
Since $\gamma\simeq\pi/\Lambda$, this error falls as $1/\Lambda^2$.

\subsection{The cell of radius 10 nm}

Now $\Lambda=\ln(10/0.60)=2.813$, and \eqref{eq:length} gives $\gamma=0.748$. Then
\begin{equation}
x_M=\frac{\arctan(1.80/0.748)}{0.748}=1.573,\qquad
R_M=0.60\,e^{1.573}=2.89\ \text{nm}.
\end{equation}
Inside $R_M$ lie 64 percent of the counterions, in 8.0 percent of the volume open to them. Numerical integration that does not use \eqref{eq:first} agrees with \eqref{eq:profile} to an absolute difference in $q$ of at most $6.4\times10^{-11}$ on the points compared.

That $q/\xi=0.357$ at $R_M$ follows from the definition of this radius and does not by itself show condensation. The evidence is the uneven distribution. By \eqref{eq:first}, $-q'$ is $1.80^2+0.748^2=3.80$ at contact, $0.748^2=0.56$ at $R_M$, and $1+0.748^2=1.56$ at the cell edge. The ions thus form an inner and an outer group on the logarithmic scale. At the minimum between them, however, $-q'$ is not close to zero: $q$ still changes appreciably around $R_M$, and the cell has no flat plateau. The figure of 36 percent is a guide here, not a sharp count of bound and free ions.

\subsection{Comparison with a resist polymer}

The spacing 0.25 nm is roughly the rise per repeat unit of a stretched vinyl backbone. One charge per unit represents a fully ionised acidic resist polymer, such as one formed by complete deprotection, with tetramethylammonium counterions. The cell contains 21 mmol/L of repeat units and represents an idealised salt-free rinse after development. Actual resist copolymers also contain units without acidic groups, and a rinse can carry over developer and reprotonate acids. The variations below treat reduced charge and added salt.

At 298 K the chosen $l_B$ implies a relative permittivity of 80.1. Water is nearer a rough 78, which would raise $l_B$ and lower the fraction left by 2 to 3 percent of its value. The model also uses this bulk permittivity right up to contact, where the counterions reach 4.0 mol/L beside a backbone of low permittivity. That affects the inner profile of a finite cell by an amount not calculated here.

Other assumptions are less secure in the 10 nm cell:
\begin{itemize}
\item \emph{Ion size.} From \eqref{eq:ions}, the contact density is $3.80/(2\pi\times0.70\times0.60^2)=2.40$ nm$^{-3}$. With a rough ion radius of 0.30 nm, a uniform solution of this density would be 27 percent ions by volume. The layer itself is less crowded, because the density falls to a third of its contact value within 0.15 nm. Even so, the mean-field profile places on average 0.4 other ion centres within one ion diameter of an ion at contact, where real ions would leave none. Treating them as points is therefore a crude description of the inner layer.
\item \emph{Chain length.} A straight chain of 100 units is 25 nm long. Without counterions, its mid-chain field is 97 percent of the infinite-line value at $R_M$, but 78 percent at $R$. The outer part of the cell is thus poorly represented by an infinite chain. Nor does the limiting result hold for a chain of fixed length diluted without end: the energy needed to remove an ion is then finite, while the volume open to it grows without bound, so all counterions eventually leave.
\item \emph{Correlations.} Spreading the charge over the cylinder $r=a$ gives a surface number density $\sigma=1/(2\pi ab)$. The coupling parameter $2\pi l_B^2\sigma=l_B^2/(ab)$ is 3.3. It is not small, so mean-field theory has no clear margin of safety; the resulting shift is not calculated here.
\item \emph{Discrete charges.} For a straight row of point charges, the potential beside a charge differs from that midway between charges by $1.4\times10^{-3}\,kT/e$ at 0.35 nm from the row, and by less at $a$. Smearing this row into a line is a minor approximation. In a real polymer the charges sit on side groups, off the axis and nearer the ions, where the potential varies far more: for charges alternating 0.25 nm to either side of the axis, it varies by about $1\,kT/e$ over the surface $r=a$.
\end{itemize}

\section{Variation 1: partial ionisation}

\emph{A share $\alpha$ of the repeat units is ionised, evenly along the chain. What remains of the bare charge at infinite dilution?}

The mean spacing becomes $b/\alpha$, so the charge parameter is $\alpha\xi$. If $\alpha\xi>1$, the previous proof applies unchanged:
\begin{equation}
\text{fraction left}=\frac1{\alpha\xi},\qquad
\text{net line charge}=\frac{e}{l_B}\ \text{in magnitude}.
\end{equation}
For $\alpha=0.70$, $\alpha\xi=1.96$ and the fraction left is 0.51. This is a fraction of a smaller bare charge; the net charge per length is the same as at full ionisation. Numerical integration at $R/a=10^8$ and $s=1/2$ gives $q=0.9995$. It lies just below 1, as \eqref{eq:middle} requires for a charge parameter between 1 and 2.

The threshold is $\alpha=1/\xi=0.357$. Below it, put $\eta=\alpha\xi<1$. With $\gamma=0$, the cell length would be
\begin{equation}
\int_0^\eta\frac{dq}{(1-q)^2}=\frac1{1-\eta}-1=\frac{\eta}{1-\eta},
\end{equation}
which is finite. A longer cell needs a smaller denominator, hence $\gamma^2=-\beta^2$ with $0<\beta<1-\eta$:
\begin{equation}
\Lambda=\int_0^\eta\frac{dq}{(1-q)^2-\beta^2}.
\end{equation}
As $\Lambda\to\infty$, $\beta\to1-\eta$, and the divergence comes from $q=\eta$. The part of the integral from $0$ to $\eta-\delta$ stays finite for any fixed small $\delta>0$. At fixed $s<1$, therefore, $q\to\eta$: the whole bare charge remains and no ions condense. For $\eta=0.5$, $R/a=10^8$ and $s=1/2$, integration gives a fraction of 0.9999. Near the threshold the approach is slower: $\eta=0.9$ gives 0.970 at the same point.

\section{Variation 2: alkaline developer}

\emph{The fully ionised chain is placed in 0.26 mol/L of a fully dissociated univalent salt, representing tetramethylammonium hydroxide developer. Does the 36 percent figure still describe its surroundings?}

Let $n_s$ be the number density of salt far from the chain, where now $\psi=0$. Gauss's law \eqref{eq:gauss} is unchanged, but both ion species contribute to the charge:
\begin{equation}
q'=-2\pi l_Br^2n_s\left(e^{-\psi}-e^{\psi}\right)
=\frac{(\kappa r)^2}{2}\sinh\psi,\qquad \kappa^2=8\pi l_Bn_s .
\end{equation}
Near the negative chain $\psi<0$, so $q$ again falls outwards. The Debye length is $1/\kappa=0.60$ nm, about equal to $a$. Screening begins within a factor of two in radius from contact, which leaves no long logarithmic range for a plateau.

Numerical solution gives $q=1$ at 0.55 nm beyond contact. At one Debye length beyond contact, 33 percent of the bare charge is still unneutralised, and farther out the enclosed net charge tends to zero. The value 36 percent is passed, but it has no special standing.

A distant observer may instead ask which charge reproduces the tail of the potential. Where $|\psi|\ll1$, $\sinh\psi\simeq\psi$ and the decaying solution is $\psi=-AK_0(\kappa r)$, where $K_0$ and $K_1$ are modified Bessel functions. Since $K_0'(z)=-K_1(z)$, equation \eqref{eq:gauss} gives $q=\tfrac12A\kappa rK_1(\kappa r)$. A rod of radius $a$ obeying this linear theory everywhere would need the charge
\begin{equation}
q_{\rm eff}=\tfrac12A\,\kappa a\,K_1(\kappa a)
\end{equation}
to produce the same tail. The numerical solution gives $q_{\rm eff}/\xi=0.69$, nearly twice the limiting 0.357. There is no contradiction: $q_{\rm eff}$ describes a substitute rod with its own linear screening cloud, whereas $q$ counts the charge enclosed at a given radius. Within this mean-field model, giving this substitute rod of radius $a$ only 36 percent of the bare charge would underestimate the distant potential in developer by about half.

These numbers hold for point ions and depend on $a$: $q_{\rm eff}/\xi$ is 0.66 at $a=0.50$ nm and 0.72 at $a=0.70$ nm. The contact density is now 3.4 nm$^{-3}$, or 38 percent by volume at the ion radius used above, so crowding matters more than in the salt-free cell. Limiting the ion density to one ion per cube of side 0.60 nm, in a simple lattice-gas model, raises $q_{\rm eff}/\xi$ to 0.76. The second digit of 0.69 therefore does not carry over to real developer.

The numerical output below lists the values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Bjerrum length: 0.70 nm
charge spacing: 0.25 nm
temperature: 298.15 K
relative permittivity implied: 80.1
charge parameter xi: 2.800
fraction of bare charge left, limit: 0.3571
fraction neutralised, limit: 0.6429
bare line charge: 4.000 e/nm
net line charge: 1.429 e/nm
bare line charge in SI: 6.409e-10 C/m
net line charge in SI: 2.289e-10 C/m
closest ion distance a: 0.60 nm
cell radius R: 10.0 nm
repeat-unit concentration: 21.1 mmol/L
ln(R/a): 2.8134
gamma: 0.7483
ln(R_M/a): 1.5727
R_M: 2.89 nm
numerical fraction left at R_M: 0.3571
share of ion-accessible volume inside R_M: 0.0803
largest profile error in q: 6.4e-11
counterion density at contact: 2.400 nm^-3
fraction left at s = 1/4, 1/2, 3/4 of ln(R/a):
  R/a = 1e2: 0.5112, 0.3755, 0.2568
  R/a = 1e4: 0.4518, 0.3636, 0.2838
  R/a = 1e8: 0.4104, 0.3591, 0.3108
  R/a = 1e16: 0.3856, 0.3577, 0.3307
control xi = 0.5, R/a = 1e8, s = 1/2: 0.9999
ionised share alpha: 0.70
charge parameter at this alpha: 1.960
limit fraction left at this alpha: 0.5102
numerical q at this alpha, R/a = 1e8, s = 1/2: 0.9995
ionised share at threshold: 0.3571
developer salt: 0.26 mol/L
Debye length in developer: 0.603 nm
developer: distance from contact where q = 1: 0.549 nm
developer: fraction left one Debye length out: 0.330
developer: far-field effective fraction: 0.692
counterion radius, rough: 0.30 nm
ion packing fraction at contact: 0.271
potential ripple at 0.35 nm: 1.41e-03 kT/e
potential ripple at a: 2.03e-06 kT/e
chain of 100 units, length: 25.0 nm
finite/infinite field at R_M: 0.974
finite/infinite field at R: 0.781
coupling parameter l_B^2/(a b): 3.27
\end{verbatim}
